# Internal oxidation with finite solubility: split scheme and Wagner limit

## The physical question

Nickel containing 0.2% manganese is held at 1273 K in a gas too poor in oxygen to form NiO. Oxygen dissolves at the surface, diffuses inward and meets manganese, and MnO particles form inside the metal. In the sharp-front picture, oxygen and manganese both fall to zero on one moving plane. With a finite solubility product they coexist everywhere, so it must be asked what the front is, how wide it is, and how a grid computation should approach the plane.

Take a semi-infinite alloy with dilute solute B, uniform initially, and one immobile oxide BO. The diffusivities $D_O>D_B$ are constant, the surface oxygen fraction $c_s$ is fixed, and no B leaves the sample. Precipitation and dissolution are fast enough for local equilibrium. All contents are counted per metal site. If $p$ is the oxide content,

$$\partial_t c_O=D_O\partial_x^2c_O-\partial_tp,\qquad \partial_t c_B=D_B\partial_x^2c_B-\partial_tp,$$
$$p\ge0,\qquad c_Oc_B\le K,\qquad p\,(K-c_Oc_B)=0 .$$

The last condition says that oxide is present only where the solution is saturated. Divide contents by $c_s$:

$$a=\frac{c_O}{c_s},\quad b=\frac{c_B}{c_s},\quad P=\frac p{c_s},\quad \beta=\frac{c_{B0}}{c_s},\quad \delta=\frac{D_B}{D_O},\quad k=\frac K{c_s^2}.$$

Saturation is now $ab=k$. The ratio $\kappa=k/\beta=K/(c_sc_{B0})$ must be below one, or the surface would not be supersaturated at the start.

## The split step

Each time step diffuses $a$ and $b$ with $P$ frozen, then equilibrates each cell with its contents frozen.

In the local step the totals $A=a+P$ and $C=b+P$ are conserved. The function $(A-P)(C-P)$ falls strictly from $AC$ to zero as $P$ rises from zero to $\min(A,C)$. If $AC>k$, there is therefore one admissible root with $P>0$; otherwise all oxide dissolves. To find the root, note that $w=a-b=A-C$ is conserved too. Putting $b=a-w$ into $ab=k$ gives $a^2-wa-k=0$, whose positive root is

$$a_{\rm eq}=\frac{w+\sqrt{w^2+4k}}2,\qquad P_{\rm new}=\max(A-a_{\rm eq},0).$$

The maximum selects the right branch because $A(A-w)=AC$ increases with $A$ where both totals are positive: $AC\le k$ is equivalent to $A\le a_{\rm eq}$. For negative $w$, the equal form $a_{\rm eq}=2k/(\sqrt{w^2+4k}-w)$ avoids subtracting nearly equal numbers.

With cell size $h$ and $r=D_O\Delta t/h^2$, explicit diffusion reads

$$a_i^{\rm new}=(1-2r)a_i+r(a_{i-1}+a_{i+1}),$$

and likewise for $b$ with $r\delta$. For $r\le1/2$ all coefficients are non-negative, so concentrations stay non-negative. The surface node represents half a cell, and B has no flux through its outer face.

```
a = 0; a[0] = 1; b = beta; P = 0
repeat:
    diffuse a with r and b with r*delta
        (half cell at node 0 for b; last node fixed)
    w = a - b
    aeq = (w + sqrt(w*w + 4*k))/2
    Pnew = max(a + P - aeq, 0)
    a -= Pnew - P;  b -= Pnew - P;  P = Pnew
    total = b[0] + P[0]
    a[0] = 1; b[0] = min(k, total); P[0] = total - b[0]
front: interpolated zero of a - delta*b
```

The last update lets the gas supply whatever oxygen the surface node needs.

## An independent solution at finite solubility

Neither the equations nor the boundary values contain a length, so we seek profiles in $\eta=x/(2\sqrt{D_Ot})$. Then $\partial_t=-(\eta/2t)\,d/d\eta$ and $D_O\partial_x^2=(1/4t)\,d^2/d\eta^2$. Multiplying the balances by $4t$ gives

$$a''+2\eta(a'+P')=0,\qquad \delta b''+2\eta(b'+P')=0. \tag{1}$$

**The leading edge.** Let oxide occupy $0\le\eta<\gamma_e$, with content $P_-$ just behind the edge. Integrating (1) across the edge, where $a$ and $b$ are continuous, gives the slope jumps (ahead minus behind)

$$[a']=2\gamma_eP_-,\qquad [b']=2\gamma_eP_-/\delta .$$

Behind the edge $ab=k$, so $(ab)'=0$. Ahead, the product may not exceed $k$, so $(ab)'\le0$. But the jumps require

$$[(ab)']=2\gamma_eP_-(b+a/\delta)\ge0.$$

Both hold only if $P_-=0$ and $(ab)'=0$ on both sides. At finite $K$ the oxide content thus starts continuously from zero.

Ahead of the edge (1) is plain diffusion. With edge values $a_e,b_e$,

$$a=a_e\frac{\operatorname{erfc}\eta}{\operatorname{erfc}\gamma_e},\qquad
b=\beta-(\beta-b_e)\frac{\operatorname{erfc}(\eta/\sqrt\delta)}{\operatorname{erfc}(\gamma_e/\sqrt\delta)}.$$

Define $G(x)=-d\ln\operatorname{erfc}x/dx=2e^{-x^2}/(\sqrt\pi\operatorname{erfc}x)$. The condition $b'/b=-a'/a$ becomes

$$\frac{\beta-b_e}{\sqrt\delta\,b_e}\,G(\gamma_e/\sqrt\delta)=G(\gamma_e),$$
$$b_e=\frac{\beta}{1+\sqrt\delta\,G(\gamma_e)/G(\gamma_e/\sqrt\delta)},\qquad a_e=\frac k{b_e}. \tag{2}$$

The solution ahead is indeed undersaturated. From $\operatorname{erfc}x<e^{-x^2}/(\sqrt\pi x)$ we have $G>2x$, hence $G'=G(G-2x)>0$ and $\ln a$ is concave. Also $b''=-2\eta b'/\delta<0$, so $\ln b$ is concave. Their sum has zero slope at the edge and falls beyond it.

**The oxide zone.** Subtracting the equations in (1) removes $P$:

$$(a-\delta b)''+2\eta(a-b)'=0.$$

Put $b=k/a$ and $J=-(a-\delta k/a)'=-a'(1+\delta k/a^2)$. Solving for $a'$, and using $(a-b)'=a'(1+k/a^2)$, we get

$$a'=-\frac{Ja^2}{a^2+\delta k},\qquad J'=-2\eta J\frac{a^2+k}{a^2+\delta k}. \tag{3}$$

At the edge $a'=-Ga_e$ and $b'=Gb_e$ with $G=G(\gamma_e)$, so $J=G(\gamma_e)(a_e+\delta b_e)$. One integrates (3) from $\gamma_e$ back to zero and adjusts $\gamma_e$ until $a(0)=1$. No grid front or time step enters.

**The oxide profile.** From (1), $P'=-a'-a''/(2\eta)$. Write $s=a^2/(a^2+\delta k)$, so that $a'=-Js$ and $a''=-J's-Js'$, where

$$s'=\frac{2a\delta k\,a'}{(a^2+\delta k)^2}=-\frac{2a\delta kJs}{(a^2+\delta k)^2}.$$

Inserting $J'$ from (3) and combining $1-(a^2+k)/(a^2+\delta k)=-(1-\delta)k/(a^2+\delta k)$,

$$P'=-Js\left[\frac{(1-\delta)k}{a^2+\delta k}+\frac{Ja\delta k}{\eta(a^2+\delta k)^2}\right]<0. \tag{4}$$

Since $P(\gamma_e)=0$, the content is positive throughout the zone. The $1/\eta$ term makes $P$ grow logarithmically toward the surface. This is integrable, and for $\delta k\ll1$ its coefficient is only about $J(0)^2\delta k$. The constant-diffusivity model cannot be trusted if the oxide becomes dense.

Saturated solute also diffuses outward, because $b=k/a$ is smallest at the surface. Its flux builds an oxide film. Integrated over time, in units of $c_s\,2\sqrt{D_Ot}$, the film amount is $\delta b'(0)/2=\delta k|a'(0)|/2$. Integrating (1) over all $\eta$ by parts gives two balances:

$$\int_0^\infty(a+P)\,d\eta=\frac{|a'(0)|}2,\qquad
\int_0^\infty(\beta-b)\,d\eta=\int_0^\infty P\,d\eta+\frac{\delta k|a'(0)|}2.$$

The first excludes oxygen in the film, which the gas supplies directly. For $\beta=2$, $\delta=0.25$ and $\kappa=10^{-2},10^{-4},10^{-6},10^{-8}$, both balances closed within $10^{-4}$ in these scaled units.

## Vanishing solubility

**The main front.** Hold $\beta$ and $\delta$ fixed and let $k\to0$. Behind the main front $\gamma$, $b=k/a\to0$; ahead, $a\to0$. The outer profiles are

$$a=1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\gamma},\qquad
b=\beta\left[1-\frac{\operatorname{erfc}(\eta/\sqrt\delta)}{\operatorname{erfc}u}\right],\qquad u=\frac\gamma{\sqrt\delta}.$$

Across the thin layer between them, (3) changes $J$ by $2\gamma$ times the change of $a-b$, which is small because both concentrations are small there. Thus $J$ has one value $F$ on both sides:

$$F=\frac{2e^{-\gamma^2}}{\sqrt\pi\operatorname{erf}\gamma}=\beta\sqrt\delta\,\frac{2e^{-u^2}}{\sqrt\pi\operatorname{erfc}u},$$

or, rearranged, the Wagner condition

$$\beta\sqrt\delta\,e^{\gamma^2}\operatorname{erf}\gamma=e^{u^2}\operatorname{erfc}u. \tag{5}$$

Inside the layer constant $J$ integrates to

$$a-\frac{\delta k}a=F(\gamma-\eta). \tag{6}$$

The front is therefore best marked by $a=\delta b$, or $D_Oc_O=D_Bc_B$. Integrating the oxygen equation in (1) from the far side of the layer, where $a'$ and $P$ are negligible, gives $P\simeq-a'/(2\gamma)$, hence

$$\frac P{P_{\rm pl}}=\frac{a^2}{a^2+\delta k},\qquad
\frac{P_{\rm pl}}\beta=\frac F{2\gamma\beta}=\frac1{\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u}. \tag{7}$$

The second expression is the enrichment of B in the oxidized zone. The 90% and 10% levels lie at $a=3\sqrt{\delta k}$ and $a=\sqrt{\delta k}/3$. By (6) they sit at $F(\gamma-\eta)=\pm\frac83\sqrt{\delta k}$, so

$$\Delta\eta_{10-90}=\frac{16}3\frac{\sqrt{\delta k}}F. \tag{8}$$

The approximation needs $\sqrt{\delta k}\ll1$ and a layer value $b\sim\sqrt{k/\delta}\ll\beta$; the latter is $\kappa\ll\beta\delta$.

**The first oxide.** The edge $\gamma_e$ does not approach $\gamma$. Ahead of the main front $b$ is finite, so saturation requires $a=k/b=O(k)$. Equation (1) then makes $P$ there $O(k)$ as well. The nose loses its oxide but not its length. Its limiting edge follows by equating the outer solute profile to (2):

$$\beta\left[1-\frac{\operatorname{erfc}(\gamma_e/\sqrt\delta)}{\operatorname{erfc}u}\right]=b_e(\gamma_e).$$

**Slow and fast solute.** If $u\gg1$ and $\gamma\ll1$, use $e^{u^2}\operatorname{erfc}u\simeq1/(\sqrt\pi u)$ and $\operatorname{erf}\gamma\simeq2\gamma/\sqrt\pi$ in (5). Then $2\beta\gamma^2=1$, and the depth $\xi=2\gamma\sqrt{D_Ot}$ obeys $\xi^2=2(c_s/c_{B0})D_Ot$: oxygen consumes nearly immobile solute, and the enrichment tends to one.

If instead $u\ll1$ and $\gamma\ll1$, the right side of (5) tends to one. Then $\gamma=\sqrt\pi/(2\beta\sqrt\delta)$, consistent if $\beta\delta\gg1$, and the enrichment is $1/(\sqrt\pi u)=2\beta\delta/\pi$. Solute now arrives quickly and packs the zone with oxide. Obstruction and a change to an external scale, both absent here, can then invalidate the solution.

## Grid results for a test alloy

Take $\beta=2$, $\delta=0.25$. Equation (5) gives $\gamma=0.39387$. The similarity solution gives the values below. At finite $K$ the oxide content has no exact plateau, so here and in the nickel example the 10% and 90% levels are taken relative to the content at half the main-front depth.

| $\kappa$ | main front | leading edge | 10–90% width |
|---|---:|---:|---:|
| $10^{-2}$ | 0.40020 | 0.6518 | 0.159 |
| $10^{-4}$ | 0.39400 | 0.6515 | 0.0167 |
| $10^{-8}$ | 0.39387 | 0.6514 | 0.000165 |

The front shift relative to Wagner falls from 1.6% to 0.03% between the first two rows. The width follows (8) at the smallest $\kappa$, while the edge stays 65% deeper than the main front, at the predicted limit 0.6514.

The split scheme used 600 cells over $0\le\eta\le3$, with $r=0.45$. At $\kappa=10^{-2}$ it placed the front at 0.40020 and the edge at 0.650, within one cell width, 0.005, of the similarity value. At $\kappa=10^{-8}$ the front was at 0.39397 with 300 cells and 0.39385 with 600. Two grids do not establish an order of convergence. They do show that the front position can be accurate when its physical width is far below a cell; the width itself cannot then be read from the grid.

## Cost, stability and failure modes

For $N$ cells reaching $\eta_{\max}$, the final time satisfies $Nh=2\eta_{\max}\sqrt{D_Ot}$. Since $D_Ot=n_{\rm steps}rh^2$,

$$n_{\rm steps}=\frac1r\left(\frac N{2\eta_{\max}}\right)^2=\frac{n_f^2}{4\gamma^2r},$$

where $n_f=\xi/h$ is the number of cells behind the front. Work scales as $N^3$ at fixed $\eta_{\max}$. In the slow-solute limit $4\gamma^2=2/\beta$, so the step count is $\beta n_f^2/(2r)$: a solute-rich alloy is expensive because its front moves slowly compared with oxygen diffusion.

- **Large split steps.** Implicit Euler diffusion removes the bound $r\le1/2$, but its response to a point source decays as $e^{-|x|/\ell}$ with $\ell=\sqrt{D_O\Delta t}$. Oxygen reaches that far into unoxidized alloy before the local step can stop it. One still needs $\ell$ small compared with the front detail sought. The explicit step moves oxygen by at most one cell.
- **Wrong front marker.** The first nonzero $P$ tracks the nose. Use the zero of $a-\delta b$ for the main front.
- **Short domain.** The fixed far values $a=0$, $b=\beta$ must lie well beyond the solute profile. The dilute oxygen tail reaches farther and affects the nose first.
- **Lost conservation.** Clipping $a$ or $b$ separately creates or destroys material. The local update must subtract the same oxide increment from both.

## Manganese in nickel

The inputs are rough round values: $D_O=10^{-8}$ cm²/s, $D_{\rm Mn}=2\times10^{-11}$ cm²/s, $c_s=10^{-4}$, $c_{B0}=2\times10^{-3}$, and a standard free energy of 2.50 eV released by precipitation at this temperature. Thus $\beta=20$ and $\delta=0.002$. With $k_BT=0.1097$ eV,

$$K=e^{-2.50/0.1097}=1.27\times10^{-10},\qquad k=\frac K{(10^{-4})^2}=0.0127,\qquad \kappa=6.3\times10^{-4}.$$

After 10 h, $2\sqrt{D_Ot}=2\sqrt{10^{-8}\times36000}$ cm $=379.5$ µm. Equation (5) gives $\gamma=0.1539$, hence a sharp-front depth of 58.4 µm. At finite $K$ the similarity solution gives 58.6 µm, and so does the split scheme with 0.84 µm cells and 112,500 steps. At this $K$, solubility shifts the front by about 0.3%. The assumed 2.50 eV corresponds to nearly ideal dissolved Mn; Mn bound more strongly in Ni releases less energy on precipitation, and each 0.25 eV lost raises $K$ tenfold. With 2.30 eV the shift is about 1.9% and the main front 5.6 µm wide; with 2.17 eV they are about 6% and 12 µm, and $\kappa\ll\beta\delta$ no longer holds. The shift and the front structure quoted here therefore belong to the assumed energy.

It matters more for the front's structure. The first oxide lies at 69.5 µm, some 11 µm ahead. This sparse nose assumes that oxide forms without any supersaturation; a nucleation barrier would shorten it. The main front is 1.8 µm wide. For comparison, (7) gives $F=2\gamma\beta\times1.039=6.40$, and (8) gives

$$\frac{16}3\,\frac{\sqrt{0.002\times0.01266}}{6.40}\times379.5\ \mu{\rm m}\simeq1.6\ \mu{\rm m}.$$

This is about 14% below the full result. The layer value $\sqrt{k/\delta}=2.5$ is 13% of $\beta$, so the sharp-layer condition is only moderately met. At the surface, dissolved Mn is $K/c_s=1.3\times10^{-6}$. The film it feeds, $\delta k|a'(0)|/2$ in scaled units, amounts to far less than one atomic layer.

A real Ni–Mn alloy departs from this model in several ways. At the assumed inputs, the largest of the chemical and microstructural departures estimated here arises because MnO dissolves NiO. For an assumed oxygen saturation of $5\times10^{-4}$ and an ideal mixed oxide, the surface oxide holds 20% NiO. Assigning half that fraction to all the oxide from the moment it forms lowers the sharp-front depth by about 5%, far more than the solubility shift at the assumed $K$. This overstates the effect: oxide formed at the front contains almost no NiO and takes it up only later, as the local oxygen level rises. Letting the NiO fraction follow the local oxygen level lowers the depth by about 3.5%. At NiO equilibrium the pure-MnO assumption would fail altogether at the surface. A temperature error of 10 K changes the depth by about 6% through $D_O$ alone, for an assumed 1.7 eV barrier and fixed $\gamma$. Raising $K$ tenfold adds 2.6%; this measures the sensitivity to $K$, not the effect of delayed nucleation. Capillarity at 20 nm radius and 1 J/m² raises $K$ by only 13%. If 100 µm grains with 0.5 nm boundaries, $10^5$ times faster for Mn, were fully averaged, $D_{\rm Mn}$ would rise 2.5-fold and the depth fall 2.5%. Full averaging is not reached here, since in 10 h Mn diffuses only about $\sqrt{D_{\rm Mn}t}=8.5$ µm through the lattice. Boundary transport of oxygen is not included. The oxide fills about 0.4% of the volume, and its obstruction costs about 0.3% in depth. These are separate estimates, not a combined error bar. The remaining values are in the numerical output.

## Computed values

```
test alloy: beta 2.0, delta 0.25 (dimensionless)
Wagner gamma 0.39387, enrichment 1.4517
limiting leading edge eta 0.65142
kappa 1e-02: front 0.400200, edge 0.65183, width 1.594e-01
kappa 1e-04: front 0.394000, edge 0.65152, width 1.665e-02
kappa 1e-06: front 0.393868, edge 0.65142, width 1.650e-03
kappa 1e-08: front 0.393866, edge 0.65142, width 1.649e-04
width law at smallest kappa 1.649e-04
split, kappa 1e-2: front 0.40020, edge 0.65000
oxide integral, kappa 1e-2: split 1.10733, similarity 1.10733
split, kappa 1e-8: front 0.39397 (300 cells), 0.39385 (600 cells)
oxide integral, kappa 1e-8: split 1.14353, Wagner 1.14353
Ni-Mn: T 1273 K, time 10 h, kT 0.10970 eV
D_O 1.0e-08 cm2/s, D_Mn 2.0e-11 cm2/s
surface O 1.0e-04, initial Mn 2.0e-03 (site fractions)
precipitation energy 2.50 eV, K 1.266e-10
beta 20.0, delta 2.0e-03, k 0.01266, kappa 6.332e-04
diffusion length 2 sqrt(D_O t) 379.47 um
Wagner gamma 0.15388, depth 58.39 um, enrichment 1.0392
finite-K depth: similarity 58.59 um, split 58.60 um
split grid: cell 0.843 um, steps 112500
leading edge 69.46 um
front 10-90% width 1841 nm
oxide fraction at half depth 2.0756e-03 per site
dissolved Mn at surface 1.266e-06 (site fraction)
assumed O saturation 5.0e-04: NiO in surface oxide 0.20
depth change from NiO in MnO -5.2 %
depth change if K is ten times larger 2.6 %
capillarity, 1.0 J/m2, radius 20 nm: K factor 1.133
grain 100 um, boundary 0.5 nm, D ratio 1e+05
upper-bound D_Mn factor 2.50, depth change -2.5 %
oxide volume fraction 0.42 %, obstruction depth change -0.31 %
D_O barrier 1.7 eV, 10 K hotter: depth change 6.2 %
```
